# When a surface oxide is stable below bulk-oxide coexistence: verification in Python

```python
# Result under test: a surface phase j with N_j oxygen atoms per area and saving
# S_j = N_j*g - F_j (F_j: formation energy per area from clean metal and O2 gas)
# is stable below metal/bulk-oxide coexistence (oxygen potential mu < g) exactly for
#   g - min_{N_i<N_j}(S_j-S_i)/(N_j-N_i) < mu < g - max(0, max_{N_k>N_j}(S_k-S_j)/(N_k-N_j)).
# Coherent oxide films of n layers have S_n = S_inf*(1-q^n) - n*nu*kappa, where
# S_inf = gamma_metal - gamma_oxide - gamma_interface, q is the decay of layer
# interactions per layer, nu the oxygen per area and layer, kappa a lasting cost per O.
# Working units: eV, nm, K; pressures in Pa inside functions, Torr in the output.
import numpy as np
from math import lgamma
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

EV = const.e
KB = const.k / EV
J_M2 = 1e-18 / EV                      # 1 J/m2 in eV/nm2
GPA = 1e9 * 1e-27 / EV                 # 1 GPa in eV/nm3
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # e^2 (Gaussian) in eV nm


def windows(N, S, g):
    """Lower and upper edge of each phase from the savings formula."""
    low, high = np.full(len(N), -np.inf), np.full(len(N), g)
    for j in range(len(N)):
        less, more = N < N[j], N > N[j]
        if less.any():
            low[j] = g - np.min((S[j] - S[less]) / (N[j] - N[less]))
        if more.any():
            high[j] = g - max(0.0, np.max((S[more] - S[j]) / (N[more] - N[j])))
    return low, high


# Test: random phases, direct minimization of the grand potential
rng = np.random.default_rng(4)
preempted = 0
for trial in range(300):
    g_test = -rng.uniform(0.5, 2.0)
    N_test = np.r_[0.0, np.sort(rng.uniform(1, 30, 5))]
    F_test = np.r_[0.0, N_test[1:] * g_test - rng.uniform(-2, 5, 5)]
    S_test = N_test * g_test - F_test
    lo_t, hi_t = windows(N_test, S_test, g_test)
    preempted += np.sum((S_test > 0) & (lo_t >= hi_t))
    for mu in g_test - rng.exponential(0.3, 40):
        winner = np.argmin(F_test - N_test * mu)
        inside = (lo_t < mu) & (mu < hi_t)
        assert inside.sum() == 1 and inside[winner]
assert preempted > 0                   # a positive saving alone is not sufficient

# Example parameters (round values)
g = -1.0                               # bulk oxide formation, eV per O
gam_m, gam_ox, gam_int = 1.6 * J_M2, 0.6 * J_M2, 0.4 * J_M2
nu, layer_height, q = 10.0, 0.25, 0.1
site_density, coverage, E_ads = 13.0, 0.25, -1.5
young, poisson, misfit = 100.0 * GPA, 0.3, 0.02
T = 700.0
kT = KB * T

# Strain cost: closed form against numerical relaxation of the normal strain
kappa = young * misfit**2 / (1 - poisson) * layer_height / nu
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))


def elastic_density(ezz):
    trace = 2 * misfit + ezz
    return 0.5 * lame * trace**2 + shear * (2 * misfit**2 + ezz**2)


relaxed = minimize_scalar(elastic_density, bracket=(-0.1, 0.1)).fun
assert abs(relaxed * layer_height / nu / kappa - 1) < 1e-6

# Explicit layer-pair model: cleavage energies fix the pair strengths
S_inf = gam_m - gam_ox - gam_int
W_adh = gam_m + gam_ox - gam_int
W = np.array([[2 * gam_m, W_adh], [W_adh, 2 * gam_ox]])


def stack_energy(n_metal, n_oxide, decay):
    kind = np.array([0] * n_metal + [1] * n_oxide, dtype=int)
    pos = np.arange(len(kind))
    strength = W * (1 - decay)**2 / decay
    pair = -strength[np.ix_(kind, kind)] * decay**np.abs(pos[:, None] - pos[None, :])
    return np.sum(np.triu(pair, 1))


def film_formation(n, decay):
    """Formation energy per area of n oxide layers, from total energies."""
    L = 60
    oxide_bulk = stack_energy(0, L + 1, decay) - stack_energy(0, L, decay)
    film = stack_energy(L, n, decay) - stack_energy(L, 0, decay)
    return film - n * oxide_bulk + n * nu * (g + kappa)


def film_saving(n, decay):
    return S_inf * (1 - decay**n) - n * nu * kappa


for decay in (0.1, 0.5):
    L = 60
    e_m = stack_energy(L + 1, 0, decay) - stack_energy(L, 0, decay)
    e_x = stack_energy(0, L + 1, decay) - stack_energy(0, L, decay)
    slab_m = (stack_energy(L, 0, decay) - L * e_m) / 2
    slab_x = (stack_energy(0, L, decay) - L * e_x) / 2
    joint = stack_energy(L, L, decay) - L * (e_m + e_x) - slab_m - slab_x
    assert np.allclose([slab_m, slab_x, joint], [gam_m, gam_ox, gam_int], atol=1e-8)
    adhesion = (stack_energy(L, 0, decay) + stack_energy(0, L, decay)
                - stack_energy(L, L, decay))
    cohesion = 2 * stack_energy(0, L, decay) - stack_energy(0, 2 * L, decay)
    assert abs(adhesion - cohesion - S_inf) < 1e-8
    for n in range(1, 9):
        direct = n * nu * g - film_formation(n, decay)
        assert abs(direct - film_saving(n, decay)) < 1e-8

# Phase diagram of the example: direct scan against the window formula
layers = np.arange(1, 9)
N_ads = site_density * coverage
N = np.r_[0.0, N_ads, nu * layers]
S_ads = N_ads * (g - E_ads)
S = np.r_[0.0, S_ads, film_saving(layers, q)]
F = np.r_[0.0, N_ads * E_ads, [film_formation(n, q) for n in layers]]
low, high = windows(N, S, g)
step = 1e-4
grid = np.arange(-1.7, g, step)
best = np.argmin(F[None, :] - grid[:, None] * N[None, :], axis=1)
change = np.flatnonzero(np.diff(best))
sequence = [best[0]] + [best[i + 1] for i in change]
assert sequence == [0, 1, 2, 3]
assert np.allclose(grid[change], low[[1, 2, 3]], atol=1.1 * step)
second_formula = g - (S_inf * q * (1 - q) / nu - kappa)
assert abs(grid[change[2]] - second_formula) < 1.1 * step
third_gap = S_inf * q**2 * (1 - q) / nu - kappa
assert third_gap < 0                   # third layer is not reached
edge_ads, edge_film, edge_second = low[1], low[2], low[3]
width_clean = S[2] / N[2]
width = g - edge_film

# Adsorption energy that removes every film window
E_close = g - S[2:].max() / N_ads
for factor, film_wins in ((0.99, True), (1.01, False)):
    trial_F = F.copy()
    trial_F[1] = N_ads * (g + factor * (E_close - g))
    found = np.argmin(trial_F[None, :] - grid[:, None] * N[None, :], axis=1)
    assert (found.max() >= 2) == film_wins

# Polar film: explicit sheet-pair sum against the closed form
eps_r, plane_charge, d1 = 5.0, 1.0 * nu, 0.125
d2 = layer_height - d1


def sheet_energy(n, sigma, delta, gap1, gap2):
    z, charge = [0.0], [-delta]
    for k in range(n):
        base = gap2 + k * (gap1 + gap2)
        z += [base, base + gap1]
        charge += [sigma, -sigma]
    charge[-1] += delta
    z, charge = np.array(z), np.array(charge)
    distance = np.abs(z[:, None] - z[None, :])
    return -np.pi * E2 / eps_r * charge @ distance @ charge


for n in (1, 3, 6):
    for delta in (0.0, 2.0, 7.0):
        a, b = 0.10, 0.17
        c = a + b
        closed = n * 2 * np.pi * E2 / eps_r * (
            plane_charge**2 * a * b / c + c * (delta - plane_charge * a / c)**2)
        assert abs(sheet_energy(n, plane_charge, delta, a, b) - closed) < 1e-8
delta_full = plane_charge * d1 / layer_height
polar_coeff = 2 * np.pi * E2 * layer_height / eps_r
kappa_polar = polar_coeff * delta_full**2 / nu
mismatch_max = np.sqrt(np.max((S[2:] - S_ads) / layers) / polar_coeff)
bulk_cell = sheet_energy(1, plane_charge, delta_full, d1, d2)
for factor, film_wins in ((0.99, True), (1.01, False)):
    delta = delta_full - factor * mismatch_max
    extra = [sheet_energy(n, plane_charge, delta, d1, d2) - n * bulk_cell for n in layers]
    at_coexistence = F + np.r_[0.0, 0.0, extra] - N * g
    assert (np.argmin(at_coexistence) >= 2) == film_wins

# Oxygen gas: bond length and vibration are rounded inputs
mass_O2 = 2 * 15.995 * const.atomic_mass
bond, wavenumber = 0.121e-9, 1580.0
inertia = mass_O2 / 4 * bond**2
theta_rot = const.hbar**2 / (2 * inertia * const.k)
theta_vib = const.h * const.c * wavenumber * 100 / const.k


def mu_gas(temp, p):
    lam = const.h / np.sqrt(2 * np.pi * mass_O2 * const.k * temp)
    z = const.k * temp / (p * lam**3) * 3 * temp / (2 * theta_rot)
    return -0.5 * KB * temp * np.log(z / (1 - np.exp(-theta_vib / temp)))


def mu_levels(temp, p):
    """Same quantity from explicit sums over quantum levels."""
    box = 1e-6
    k = np.arange(1, 800001, dtype=float)
    unit = const.h**2 / (8 * mass_O2 * box**2 * const.k * temp)
    per_length = np.sum(np.exp(-unit * k**2)) / box
    J = np.arange(1, 301, 2)           # only odd J occur for two oxygen-16 nuclei
    rot = np.sum((2 * J + 1) * np.exp(-theta_rot * J * (J + 1) / temp))
    vib = np.sum(np.exp(-theta_vib * np.arange(200) / temp))
    return -0.5 * KB * temp * np.log(const.k * temp / p * per_length**3 * 3 * rot * vib)


def pressure_at(mu, temp):
    return np.exp(2 * (mu - mu_gas(temp, 1.0)) / (KB * temp))


edges = [edge_ads, edge_film, edge_second, g]
pressures = [pressure_at(mu, T) for mu in edges]
p_fixed = 0.01 * const.torr
temps = [brentq(lambda t, m=mu: mu_gas(t, p_fixed) - m, 200, 2500) for mu in edges]
for mu, p, temp in zip(edges, pressures, temps):
    assert abs(mu_levels(T, p) - mu) < 1e-4
    assert abs(mu_levels(temp, p_fixed) - mu) < 1e-4

# Sizes of neglected effects
mode = 0.050                           # oxygen vibration in the solid, eV
thermal = 3 * kT * np.log(1 - np.exp(-mode / kT))


def mode_free_energy(w):
    return w / 2 + kT * np.log(1 - np.exp(-w / kT))


gap_N = nu - N_ads
soft = 3 * (mode_free_energy(0.9 * mode) - mode_free_energy(mode))
shift_soft = soft * nu / gap_N
mixing = -coverage * np.log(coverage) - (1 - coverage) * np.log(1 - coverage)
sites = 10**6
occupied = coverage * sites
count = lgamma(sites + 1) - lgamma(occupied + 1) - lgamma(sites - occupied + 1)
assert abs(count / sites - mixing) < 2e-5
shift_mix = kT * site_density * mixing / gap_N
shift_gamma = 0.1 * J_M2 * (1 - q) / gap_N
hamaker = 0.5                          # magnitude, eV
sheet_pair = lambda z: quad(lambda r: 2 * np.pi * r / (r * r + z * z)**3, 0, np.inf)[0]
half_spaces = quad(lambda z: (z - 1) * sheet_pair(z), 1, 30)[0]
tail = np.pi / 2 * (1 / (2 * 30**2) - 1 / (3 * 30**3))   # analytic part beyond z = 30
assert abs(half_spaces + tail - np.pi / 12) < 1e-6       # = A/(12 pi), A = pi^2
disp_one = hamaker / (12 * np.pi * layer_height**2)
shift_disp = disp_one / gap_N
shift_disp_second = disp_one * (1 - 0.25) / nu
left = width - shift_mix - shift_gamma - shift_disp


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("bulk oxide formation g", g, "eV per O", ".2f")
show("metal surface energy", gam_m / J_M2, "J/m2", ".2f")
show("oxide surface energy", gam_ox / J_M2, "J/m2", ".2f")
show("interface energy", gam_int / J_M2, "J/m2", ".2f")
show("thick-film saving S_inf", S_inf / J_M2, "J/m2", ".2f")
show("thick-film saving S_inf", S_inf, "eV/nm2")
show("oxygen per area and layer nu", nu, "nm^-2", ".1f")
show("layer height c", layer_height, "nm", ".2f")
show("decay factor q", q, "per layer", ".2f")
show("Young modulus", young / GPA, "GPa", ".0f")
show("Poisson ratio", poisson, "(no unit)", ".2f")
show("misfit strain", 100 * misfit, "percent", ".1f")
show("strain cost kappa", 1000 * kappa, "meV per O", ".2f")
show("metal sites per area", site_density, "nm^-2", ".1f")
show("adlayer coverage", coverage, "per site", ".2f")
show("adsorption energy", E_ads, "eV per O", ".2f")
show("adlayer oxygen density", N_ads, "nm^-2", ".2f")
show("adlayer saving", S_ads, "eV/nm2")
for n in (1, 2, 3):
    show(f"film saving, {n} layer(s)", S[n + 1], "eV/nm2")
show("one-layer width against clean metal only", width_clean, "eV")
show("film width against adlayer", width, "eV")
show("second-layer range below coexistence", 1000 * (g - edge_second), "meV", ".1f")
show("third-layer g-mu (negative: not reached)", 1000 * third_gap, "meV", ".1f")
show("O2 bond length input", bond * 1e9, "nm", ".3f")
show("O2 vibration input", wavenumber, "cm^-1", ".0f")
show("temperature", T, "K", ".0f")
for name, mu, p, temp in zip(("clean/adlayer", "adlayer/one layer",
                             "one/two layers", "film/bulk oxide"),
                            edges, pressures, temps):
    print(f"edge {name}: {mu:.4f} eV; {p / const.torr:.2e} Torr at 700 K; "
          f"{temp:.0f} K at 0.01 Torr")
show("pressure ratio across film window", pressures[3] / pressures[1], "(no unit)", ".2e")
show("adsorption energy closing all film windows", E_close, "eV per O", ".3f")
show("plane charge", plane_charge / nu, "e per O", ".2f")
show("polar gap d1", d1, "nm", ".3f")
show("dielectric constant", eps_r, "(no unit)", ".1f")
show("uncompensated polar cost", kappa_polar, "eV per O", ".3f")
show("full compensating charge", delta_full / nu, "e per O", ".3f")
show("largest charge mismatch with a window", mismatch_max / nu, "e per O", ".3f")
show("solid oxygen mode energy", 1000 * mode, "meV", ".0f")
show("common thermal shift of solid oxygen", 1000 * thermal, "meV per O", ".1f")
show("pressure factor from common shift", np.exp(2 * thermal / kT), "(no unit)", ".3f")
show("film edge shift, modes 10% softer", 1000 * shift_soft, "meV", ".1f")
show("film edge shift, random adlayer", 1000 * shift_mix, "meV", ".1f")
show("film edge shift, 0.1 J/m2 error", 1000 * shift_gamma, "meV", ".1f")
show("Hamaker constant magnitude", hamaker, "eV", ".2f")
show("film edge shift, dispersion magnitude", 1000 * shift_disp, "meV", ".1f")
show("second-layer edge shift, dispersion", 1000 * shift_disp_second, "meV", ".1f")
show("film width left after adverse shifts", 1000 * left, "meV", ".1f")
show("random phases with S>0 but no window", preempted, "of 1500 phases", "d")
print("success")
```

Output:

```
bulk oxide formation g: -1.00 eV per O
metal surface energy: 1.60 J/m2
oxide surface energy: 0.60 J/m2
interface energy: 0.40 J/m2
thick-film saving S_inf: 0.60 J/m2
thick-film saving S_inf: 3.7449 eV/nm2
oxygen per area and layer nu: 10.0 nm^-2
layer height c: 0.25 nm
decay factor q: 0.10 per layer
Young modulus: 100 GPa
Poisson ratio: 0.30 (no unit)
misfit strain: 2.0 percent
strain cost kappa: 8.92 meV per O
metal sites per area: 13.0 nm^-2
adlayer coverage: 0.25 per site
adsorption energy: -1.50 eV per O
adlayer oxygen density: 3.25 nm^-2
adlayer saving: 1.6250 eV/nm2
film saving, 1 layer(s): 3.2813 eV/nm2
film saving, 2 layer(s): 3.5291 eV/nm2
film saving, 3 layer(s): 3.4737 eV/nm2
one-layer width against clean metal only: 0.3281 eV
film width against adlayer: 0.2454 eV
second-layer range below coexistence: 24.8 meV
third-layer g-mu (negative: not reached): -5.5 meV
O2 bond length input: 0.121 nm
O2 vibration input: 1580 cm^-1
temperature: 700 K
edge clean/adlayer: -1.5000 eV; 6.06e-09 Torr at 700 K; 952 K at 0.01 Torr
edge adlayer/one layer: -1.2454 eV; 2.81e-05 Torr at 700 K; 805 K at 0.01 Torr
edge one/two layers: -1.0248 eV; 4.22e-02 Torr at 700 K; 674 K at 0.01 Torr
edge film/bulk oxide: -1.0000 eV; 9.60e-02 Torr at 700 K; 659 K at 0.01 Torr
pressure ratio across film window: 3.41e+03 (no unit)
adsorption energy closing all film windows: -2.086 eV per O
plane charge: 1.00 e per O
polar gap d1: 0.125 nm
dielectric constant: 5.0 (no unit)
uncompensated polar cost: 1.131 eV per O
full compensating charge: 0.500 e per O
largest charge mismatch with a window: 0.191 e per O
solid oxygen mode energy: 50 meV
common thermal shift of solid oxygen: -103.8 meV per O
pressure factor from common shift: 0.032 (no unit)
film edge shift, modes 10% softer: -29.7 meV
film edge shift, random adlayer: 65.3 meV
film edge shift, 0.1 J/m2 error: 83.2 meV
Hamaker constant magnitude: 0.50 eV
film edge shift, dispersion magnitude: 31.4 meV
second-layer edge shift, dispersion: 15.9 meV
film width left after adverse shifts: 65.4 meV
random phases with S>0 but no window: 633 of 1500 phases
success
```
